# Recurrence and Derivative Relations for Wigner Rotation Functions

## Neighbouring entries of a rotation matrix

Suppose that a state with $j=40$ and definite projection $m$ is rotated, and that its 81 amplitudes along the original axis are wanted. The definition of the rotation matrix offers the exponential of an $81\times81$ matrix, which yields 6561 numbers when 81 are needed. It also does not display how adjacent amplitudes are related. A three-term recurrence supplies this relation and builds the column from an end value, provided that at large $j$ it is run in a numerically stable direction. Its normalization matters: if a factor of two is lost, the very first step away from the end of the column gives half the correct amplitude.

### Conventions and rotated operators

We set $\hbar=1$, so angular momenta are dimensionless, and use

$$[J_x,J_y]=iJ_z,\qquad [J_y,J_z]=iJ_x,\qquad [J_z,J_x]=iJ_y. \tag{1}$$

The states $|jm\rangle$ have Condon–Shortley phases: the matrix elements of $J_\pm=J_x\pm iJ_y$ are real and non-negative. The quantum number $j$ is an integer or half-integer. With

$$A_+(m)=\sqrt{(j-m)(j+m+1)},\qquad A_-(m)=\sqrt{(j+m)(j-m+1)}, \tag{2}$$

the ladder operators act as $J_\pm|jm\rangle=A_\pm(m)|j,m\pm1\rangle$. An active rotation about the $y$ axis and its matrix elements are

$$R(\beta)=e^{-i\beta J_y},\qquad d_{m'm}(\beta)=\langle jm'|R(\beta)|jm\rangle . \tag{3}$$

The label $j$ is fixed and suppressed in $d$. Entries with a projection outside $-j,\dots,j$ are zero. We take $0<\beta<\pi$, so that $\sin\beta$ may be divided out.

For any operator $K$ independent of $\beta$, $dR/d\beta=-iJ_yR$ gives

$$\frac{d}{d\beta}\left(RKR^\dagger\right)=-i[J_y,RKR^\dagger]=R\left(-i[J_y,K]\right)R^\dagger , \tag{4}$$

where the last step holds because $R$ commutes with $J_y$. From (1), $-i[J_y,J_z]=J_x$ and $-i[J_y,J_x]=-J_z$. Hence $Z=RJ_zR^\dagger$ and $X=RJ_xR^\dagger$ obey $Z'=X$ and $X'=-Z$, with $Z(0)=J_z$ and $X(0)=J_x$. The solution is

$$RJ_zR^\dagger=J_z\cos\beta+J_x\sin\beta,\qquad RJ_xR^\dagger=J_x\cos\beta-J_z\sin\beta . \tag{5}$$

Since $J_y$ is unchanged by the rotation,

$$RJ_\pm R^\dagger=J_x\cos\beta-J_z\sin\beta\pm iJ_y . \tag{6}$$

The first operator in (5) is the angular momentum along an axis tilted from $z$ towards $x$ by $\beta$.

### The recurrence from the rotated $J_z$

The rotated state is an eigenstate of the rotated operator, because $(RJ_zR^\dagger)R|jm\rangle=RJ_z|jm\rangle=mR|jm\rangle$. With (5),

$$(J_z\cos\beta+J_x\sin\beta)R|jm\rangle=mR|jm\rangle . \tag{7}$$

We project this on $\langle jm'|$. The operator $J_+$ connects $m'-1$ to $m'$, and $J_-$ connects $m'+1$ to $m'$. Therefore, acting to the left,

$$\langle jm'|J_+=A_-(m')\langle j,m'-1|,\qquad
\langle jm'|J_-=A_+(m')\langle j,m'+1| . \tag{8}$$

The first coefficient follows from $A_+(m'-1)=\sqrt{(j-m'+1)(j+m')}=A_-(m')$, the second from $A_-(m'+1)=A_+(m')$. Insert $J_x=(J_++J_-)/2$ in (7):

$$m'\cos\beta\,d_{m'm}+\frac{\sin\beta}{2}\left[A_-(m')d_{m'-1,m}+A_+(m')d_{m'+1,m}\right]=m\,d_{m'm}. \tag{9}$$

Moving the first term to the right and dividing by $\sin\beta$ gives

$$\frac12\left[A_-(m')d_{m'-1,m}+A_+(m')d_{m'+1,m}\right]=q\,d_{m'm},
\qquad q=\frac{m-m'\cos\beta}{\sin\beta}. \tag{10}$$

The coefficient $q$ thus belongs to half the weighted sum of the neighbours; the full sum has coefficient $2q$. At $\beta=\pi/2$ one has $q=m$, and (10) is the eigenvalue equation of $J_x$ written in the basis of $J_z$.

The case $j=m=m'=\tfrac12$ checks the factor. Here $d_{1/2,1/2}=\cos(\beta/2)$, $d_{-1/2,1/2}=\sin(\beta/2)$ and $A_-(\tfrac12)=1$. Also $q=(1-\cos\beta)/(2\sin\beta)=\tfrac12\tan(\beta/2)$. Both sides of (10) equal $\tfrac12\sin(\beta/2)$.

### First-order relations in $m'$

The derivative of (3) is $d'_{m'm}=\langle jm'|(-iJ_y)R|jm\rangle$, where the prime on $d$ means $d/d\beta$. Since $J_y=(J_+-J_-)/(2i)$, we have $-iJ_y=(J_--J_+)/2$. Using (8),

$$d'_{m'm}=\frac12\left[A_+(m')d_{m'+1,m}-A_-(m')d_{m'-1,m}\right]. \tag{11}$$

Equation (10) contains the half-sum of the two neighbour terms and (11) their half-difference. Adding and subtracting the equations isolates each neighbour:

$$A_+(m')d_{m'+1,m}=\left(q+\frac{d}{d\beta}\right)d_{m'm}, \tag{12}$$

$$A_-(m')d_{m'-1,m}=\left(q-\frac{d}{d\beta}\right)d_{m'm}. \tag{13}$$

One function and its slope therefore determine both neighbours in the column. Conversely, (11) gives the slope without numerical differentiation.

### First-order relations in $m$ from the rotated $J_\pm$

The rotated ladder operators change the projection along the tilted axis:

$$(RJ_\pm R^\dagger)R|jm\rangle=RJ_\pm|jm\rangle=A_\pm(m)R|j,m\pm1\rangle . \tag{14}$$

Project on $\langle jm'|$ and insert (6). The matrix element of $J_x$ follows from (7), which gives $\langle jm'|J_xR|jm\rangle=q\,d_{m'm}$. That of $J_y$ follows from the derivative, which gives $\langle jm'|iJ_yR|jm\rangle=-d'_{m'm}$. Thus

$$A_\pm(m)d_{m',m\pm1}=(q\cos\beta-m'\sin\beta)d_{m'm}\mp d'_{m'm}. \tag{15}$$

The first coefficient simplifies through $\cos^2\beta+\sin^2\beta=1$:

$$q\cos\beta-m'\sin\beta=\frac{m\cos\beta-m'(\cos^2\beta+\sin^2\beta)}{\sin\beta}
=\frac{m\cos\beta-m'}{\sin\beta}. \tag{16}$$

The two relations in $m$ are therefore

$$A_\pm(m)d_{m',m\pm1}=\left[\frac{m\cos\beta-m'}{\sin\beta}\mp\frac{d}{d\beta}\right]d_{m'm}. \tag{17}$$

The derivative has the opposite sign to that in (12) and (13). Adding the two cases of (17) cancels it and gives a recurrence along a row:

$$\frac12\left[A_+(m)d_{m',m+1}+A_-(m)d_{m',m-1}\right]
=\frac{m\cos\beta-m'}{\sin\beta}\,d_{m'm}. \tag{18}$$

### Other angles and other conventions

For Euler angles $\alpha,\beta,\gamma$, let $D_{m'm}=\langle jm'|e^{-i\alpha J_z}R(\beta)e^{-i\gamma J_z}|jm\rangle=e^{-im'\alpha}d_{m'm}e^{-im\gamma}$. The neighbours in $m'$ carry different phases. To restore the common factor $e^{-im'\alpha}$, one multiplies $D_{m'-1,m}$ by $e^{-i\alpha}$ and $D_{m'+1,m}$ by $e^{i\alpha}$:

$$\frac12\left[A_-(m')e^{-i\alpha}D_{m'-1,m}+A_+(m')e^{i\alpha}D_{m'+1,m}\right]=qD_{m'm}. \tag{19}$$

The factor $e^{-im\gamma}$ is common to all terms and drops out. If a convention uses $d_{m'm}(-\beta)$ in place of $d_{m'm}(\beta)$, then both $q$ and $d/d\beta$ change sign in (10), (12) and (13).

At $\beta=0$ or $\pi$, the division leading to (10) is not allowed, but (9) remains valid. At $\beta=\pi$ it reads $(m+m')d_{m'm}(\pi)=0$, so the entries with $m'\ne-m$ vanish: the rotation reverses the projection. At $\beta=0$ it gives $(m-m')d_{m'm}(0)=0$, as required by $R(0)=1$.

The approach to zero angle is regular even where $q$ diverges. For $m'=m-1$, (11) at $\beta=0$ gives $d'_{m'm}=\tfrac12A_+(m')$, so $d_{m'm}\approx\tfrac12A_+(m')\beta$. Since $q\approx1/\beta$, the right side of (10) tends to $\tfrac12A_+(m')$. This equals the left side, where $d_{m'+1,m}=d_{mm}\to1$.

### Values at the ends of a column

The recurrence needs one starting value. At $m'=j$, $A_+(j)=0$, and (12) becomes

$$d'_{jm}=-\frac{m-j\cos\beta}{\sin\beta}\,d_{jm}. \tag{20}$$

For $m=j$, the identity $(1-\cos\beta)/\sin\beta=\tan(\beta/2)$ turns this into $d'_{jj}=-j\tan(\beta/2)d_{jj}$. With $d_{jj}(0)=1$, integration gives $d_{jj}=\cos^{2j}(\beta/2)$.

To reach other $m$, use the lower sign of (17) at $m'=j$ and replace the derivative by (20):

$$\begin{aligned}
A_-(m)d_{j,m-1}
&=\frac{m\cos\beta-j-m+j\cos\beta}{\sin\beta}\,d_{jm}\\
&=-(j+m)\tan\frac{\beta}{2}\,d_{jm}.
\end{aligned} \tag{21}$$

Dividing by $A_-(m)$, for $m>-j$,

$$d_{j,m-1}=-\sqrt{\frac{j+m}{j-m+1}}\tan\frac{\beta}{2}\,d_{jm}. \tag{22}$$

There are $j-m$ such steps from $d_{jj}$ to $d_{jm}$. The product of the fractions under the roots is

$$\prod_{k=m+1}^{j}\frac{j+k}{j-k+1}=\frac{(2j)!}{(j+m)!(j-m)!}=\binom{2j}{j+m}, \tag{23}$$

where $k$ runs in unit steps. The tangents combine with $\cos^{2j}(\beta/2)$ to give

$$d_{jm}=(-1)^{j-m}\sqrt{\binom{2j}{j+m}}\,
\cos^{j+m}\frac{\beta}{2}\,\sin^{j-m}\frac{\beta}{2}. \tag{24}$$

At the bottom, $A_-(-j)=0$, and (13) gives $d'_{-j,m}=(m+j\cos\beta)d_{-j,m}/\sin\beta$. For $m=-j$ this integrates to $d_{-j,-j}=\cos^{2j}(\beta/2)$. The upper sign of (17) then gives

$$A_+(m)d_{-j,m+1}=\frac{m\cos\beta+j-m-j\cos\beta}{\sin\beta}\,d_{-j,m}
=(j-m)\tan\frac{\beta}{2}\,d_{-j,m}. \tag{25}$$

Each step now has a positive sign and the factor $\sqrt{(j-m)/(j+m+1)}\tan(\beta/2)$. After $j+m$ steps from $m=-j$, the fractions again multiply to the binomial coefficient, so

$$d_{-j,m}=\sqrt{\binom{2j}{j+m}}\,
\cos^{j-m}\frac{\beta}{2}\,\sin^{j+m}\frac{\beta}{2}. \tag{26}$$

### A column for $j=2$

Take $m=1$ and $\beta=50^\circ$. Then $\cos(\beta/2)=0.906308$ and $\sin(\beta/2)=0.422618$, and (24) gives

$$d_{21}=-\sqrt4\,(0.906308)^3(0.422618)=-0.62922 .$$

At $m'=2$, $q=-0.372792$, $A_+=0$ and $A_-=2$. Equation (10) yields

$$d_{11}=\frac{2(-0.372792)(-0.629224)}{2}=0.23457 .$$

At $m'=1$, $q=0.466308$, $A_+=2$ and $A_-=2.449490$, so

$$d_{01}=\frac{2(0.466308)(0.234570)-2(-0.629224)}{2.449490}=0.60307 .$$

The next two steps use $q=1.305407$ and $q=2.144507$:

$$d_{-1,1}=\frac{2(1.305407)(0.603069)-2.449490(0.234570)}{2.449490}=0.40822,$$

$$d_{-2,1}=\frac{2(2.144507)(0.408218)-2.449490(0.603069)}{2}=0.13682 .$$

The last value can be checked without the recurrence: (26) gives $2(0.906308)(0.422618)^3=0.13682$. The squares of the five entries sum to one, as unitarity requires. The most probable outcome of measuring $J_z$ in this rotated state is $m'=2$, with probability $(0.62922)^2\approx0.396$.

The slope at $m'=0$ follows from (11):

$$d'_{01}=\frac{2.449490}{2}(0.234570-0.408218)=-0.21267\ \text{per radian}.$$

This amplitude falls with angle because its upper neighbour is smaller than its lower one, while the two coefficients are equal. The relation in $m$ now gives an entry of the adjacent column. With $A_+(1)=2$ and $(m\cos\beta-m')/\sin\beta=0.839100$, the upper sign of (17) yields

$$d_{02}=\frac{0.839100(0.603069)+0.212675}{2}=0.359355 .$$

The matrix exponential gives the same value to the printed digits.

### Where a one-way recurrence fails

Equation (10) is exact, but a finite-precision calculation can still fail. To see where, suppose that $j$ is large and the coefficients vary slowly with $m'$. From (2), $A_\pm^2(m')=j(j+1)-m'^2\mp m'$. Replace both coefficients by $\bar A=\sqrt{j(j+1)-m'^2}$ and try a local solution $d_{m'+1,m}=t\,d_{m'm}$ with constant $t$:

$$t+\frac1t=\frac{2q}{\bar A}. \tag{27}$$

For $|q|<\bar A$ the two roots are $e^{\pm i\theta}$, with $\cos\theta=q/\bar A$, and the solutions oscillate. For $|q|>\bar A$ the roots are real and reciprocal: one solution grows and the other decays. The boundary $q^2=\bar A^2$ is

$$m'^2-2mm'\cos\beta+m^2-j(j+1)\sin^2\beta=0, \tag{28}$$

whose roots are

$$m'_{\rm edge}=m\cos\beta\pm\sin\beta\sqrt{j(j+1)-m^2}. \tag{29}$$

This is also the classical range of the $z$ projection for a vector of length $\sqrt{j(j+1)}$ that precesses about the tilted axis with projection $m$ on it.

For $j=40$, $m=30$ and $\beta=50^\circ$, the range is $-1.56$ to $40.12$. The column has ten sign changes, all inside this range, and its magnitude falls steadily towards $m'=-40$ below the lower edge. A recurrence started at $m'=40$ must follow this decaying solution through the lower tail. Rounding introduces a small admixture of the other solution, which grows there.

In double precision the result at $m'=-40$ is $-1.8\times10^3$, whereas the true entry is $3.1\times10^{-21}$. The sign and digits of the computed value are amplified rounding noise: they change if $q$ is evaluated in another order or if $\beta$ changes in its last binary digit. The computed value is plainly impossible, since no entry of a unitary matrix exceeds one in magnitude. The same one-way recurrence carried out with 60 digits has a relative error of $1.4\times10^{-21}$ at that point, which identifies rounding as the cause.

The size of the failure agrees with a rough estimate. The squares of the column sum to one and are spread mainly over the roughly 42 entries of the oscillating range, so an entry near the lower edge is of order $1/\sqrt{42}\approx0.15$. The true solution therefore falls by about 19 or 20 powers of ten across the tail. By (27) the unwanted solution grows by a similar factor, which raises an error of order $10^{-16}$ to a typical size of $10^3$ to $10^4$.

A cure that serves whether the column has one tail or two is to start from both ends, using (24) and (26), and to join the runs near $m\cos\beta$, here at $m'=19$. It requires end values with full relative accuracy, so neither they nor the factors from which they are formed may underflow or become subnormal. For $j=500$, $m=0$ and $\beta=20^\circ$, for instance, both contain the factor $\sin^{500}(\beta/2)\approx10^{-380}$, which is below the range of double precision. If this power is formed separately it becomes zero, and both runs then give only zeros. The end values themselves are about $1.7\times10^{-234}$ and are representable; they are obtained by summing the logarithms of the factors in (24) and (26) and exponentiating once. In the example with $j=40$ the upper edge lies beyond $m'=40$, so there is no upper tail and the upward run alone would also be stable. In the lower tail the upward run follows the growing solution, so an admixture of the other one dies away. The joined column has a largest absolute error of $1.2\times10^{-15}$, and the largest relative error in the lower tail is $3.1\times10^{-15}$. The numerical output gives the remaining comparisons, including those for the rotated operators and the derivative relations.

## Table of computed values

```
Largest deviations (dimensionless)
recurrence in m', 60-digit arithmetic: 5.3e-61
derivative relations in m': 4.0e-30
derivative relations in m: 4.0e-30
rotated operators: 1.5e-15
matrix exponential against polynomials: 3.9e-16
recurrence with Euler phases: 2.0e-15
Example: j = 2, m = 1, beta = 50 degrees
cos beta = 0.642788, sin beta = 0.766044 (dimensionless)
cos(beta/2) = 0.906308, sin(beta/2) = 0.422618 (dimensionless)
Each m': A_minus, A_plus, q, d by recurrence, d by matrix
m'=+2: 2.000000, 0.000000, -0.372792, -0.629224, -0.629224 (dimensionless)
m'=+1: 2.449490, 2.000000, +0.466308, +0.234570, +0.234570 (dimensionless)
m'=+0: 2.449490, 2.449490, +1.305407, +0.603069, +0.603069 (dimensionless)
m'=-1: 2.000000, 2.449490, +2.144507, +0.408218, +0.408218 (dimensionless)
m'=-2: 0.000000, 2.000000, +2.983607, +0.136820, +0.136820 (dimensionless)
Each m': slope from neighbours, slope by finite difference
m'=+2: -0.234570, -0.234570 per radian
m'=+1: -1.367830, -1.367830 per radian
m'=+0: -0.212675, -0.212675 per radian
m'=-1: +0.601786, +0.601786 per radian
m'=-2: +0.408218, +0.408218 per radian
sum of squares of the column = 1.000000000000 (dimensionless)
(m cos beta - m')/sin beta at m'=0: 0.839100 (dimensionless)
d[0,2] from column m=1: 0.359355, by matrix: 0.359355 (dimensionless)
Stability: j = 40, m = 30, beta = 50 degrees
oscillating range of m': -1.56 to 40.12
sign changes along the column: 10
lowest and highest sign change start at m' = 5 and 37
true d at m'=-40: 3.1435e-21 (dimensionless)
one-way double-precision d at m'=-40: -1.7957e+03 (dimensionless)
its relative error: 5.7e+23 (dimensionless)
one-way relative error with 60 digits: 1.4e-21
two runs joined at m' = 19
joined runs, largest absolute error: 1.2e-15
joined runs, largest relative error in lower tail: 3.1e-15
```
